# The Assigned Dislocation Width in the People-Bean Critical Thickness

A crystalline film grown on a thick substrate of slightly different lattice parameter can begin by adopting the substrate spacing. Its elastic energy per unit area then grows in proportion to its thickness, while the energy of a dislocation at the interface grows only logarithmically. One may therefore look for a thickness at which the two are equal. But a dislocation has an energy per unit length, and a strained film has an energy per unit area. They can be compared only after the line energy has been divided by a length. The People-Bean criterion makes that division with a fixed width of a few lattice spacings, and the question is how much of the predicted thickness comes from this choice.

Let film and substrate be elastically isotropic with the same shear modulus $G$ and Poisson ratio $\nu$. Let $h$ be the film thickness and $f>0$ the magnitude of the misfit strain. For strains $\varepsilon_1,\varepsilon_2$ in the plane and $\varepsilon_3$ along the normal, the elastic energy per volume is

$$
W=G(\varepsilon_1^2+\varepsilon_2^2+\varepsilon_3^2)
+\frac{G\nu}{1-2\nu}(\varepsilon_1+\varepsilon_2+\varepsilon_3)^2 .
$$

The free surface carries no normal stress, so $\partial W/\partial\varepsilon_3=0$. With $S=\varepsilon_1+\varepsilon_2$ this reads $(1-2\nu)\varepsilon_3+\nu(S+\varepsilon_3)=0$, hence

$$
\varepsilon_3=-\frac{\nu S}{1-\nu},\qquad
S+\varepsilon_3=\frac{(1-2\nu)S}{1-\nu}.
$$

On substitution, the two terms in $S^2$ have the combined coefficient $G[\nu^2+\nu(1-2\nu)]/(1-\nu)^2=G\nu/(1-\nu)$. Therefore

$$
W=G\left[\varepsilon_1^2+\varepsilon_2^2+\frac{\nu S^2}{1-\nu}\right]
=\frac{G}{1-\nu}\left(\varepsilon_1^2+\varepsilon_2^2+2\nu\varepsilon_1\varepsilon_2\right).
$$

A coherent film has $\varepsilon_1=\varepsilon_2=f$, and its energy per area is

$$
U=Mhf^2,\qquad M=\frac{2G(1+\nu)}{1-\nu}.
$$

The dislocation energy used in the criterion is that of a screw. Place a screw with Burgers vector length $b$ at the origin, with the free surface at $y=h$. Its only displacement, $u$, is parallel to the line and satisfies Laplace's equation. An opposite image screw at $y=2h$ gives

$$
u=\frac{b}{2\pi}(\theta-\theta'),
$$

where $\theta$ and $\theta'$ are the polar angles about the dislocation and its image. At the surface the two distances are equal, $r=r'$, so that $\partial_y\theta=x/r^2$ and $\partial_y\theta'=x/r'^2$ cancel and the surface is free of traction.

With $z=x+iy$, the squared gradient is

$$
|\nabla u|^2=\frac{b^2}{4\pi^2}
\left|\frac1z-\frac1{z-2ih}\right|^2
=\frac{b^2}{4\pi^2}\,\frac{4h^2}{r^2r'^2}.
$$

The energy density is $G|\nabla u|^2/2$. To integrate it, introduce $\zeta=\ln[z/(z-2ih)]$. The expression inside the modulus is $d\zeta/dz$, and $|d\zeta/dz|^2dx\,dy$ is an element of area in the $\zeta$ plane. The line energy is thus $Gb^2/(8\pi^2)$ times the mapped area. The surface maps to $\operatorname{Re}\zeta=0$. A small core circle $r=r_0$ maps nearly to $\operatorname{Re}\zeta=\ln(r_0/2h)$, because $r'\simeq2h$ on it. The imaginary part covers an interval $2\pi$. The area is $2\pi\ln(2h/r_0)$, and for $r_0\ll h$

$$
E=\frac{Gb^2}{4\pi}\ln\frac{2h}{r_0}.
$$

On the core circle $r'$ lies between $2h-r_0$ and $2h+r_0$, so the error in the logarithm is at most of order $r_0/(2h)$. The People-Bean logarithm, $\ln(h/b)$, corresponds to $r_0=2b$ with no separate core energy. This is a first convention, distinct from the width.

Now assign the line energy to a strip of width $w$ and set $E/w=U$:

$$
\frac{Gb^2}{4\pi w}\ln\frac hb=
\frac{2G(1+\nu)}{1-\nu}hf^2 .
$$

The shear modulus cancels, and

$$
h=\frac{1-\nu}{1+\nu}\,\frac{b^2}{8\pi wf^2}\ln\frac hb .
$$

For film lattice parameter $a$, the choice $w=2\sqrt2\,a$ turns $8\pi w$ into $16\pi\sqrt2\,a$:

$$
h_{\rm PB}=\frac{1-\nu}{1+\nu}\,
\frac{1}{16\pi\sqrt2}\,\frac{b^2}{a}\,\frac1{f^2}
\ln\frac{h_{\rm PB}}b .
$$

This is the People-Bean formula in the form used here. If $b=a/\sqrt2$, its width is $4b$. A form with $w=5a/\sqrt2=5b$, and hence $20\pi\sqrt2$ in place of $16\pi\sqrt2$, is also found; in the example below it would give $98.6$ nm instead of $129.3$ nm. Nothing in the elastic calculation selected that number.

The thickness appears on both sides, so its dependence on $w$ is not a plain inverse proportion. Put $x=h/b$, $L=\ln x$ and

$$
K=\frac{1-\nu}{1+\nu}\,\frac{b}{8\pi wf^2},
\qquad x=K\ln x .
$$

The function $x/\ln x$ has derivative $(L-1)/L^2$ and, for $x>1$, a minimum value $e$ at $x=e$. There are two roots for $K>e$ and none for $K<e$. The lower root lies between $1$ and $e$, where the thickness is comparable with the core and the continuum logarithm has lost its meaning. The upper root is the one taken as the critical thickness: beyond it, the stored energy exceeds the assigned dislocation energy. To write it explicitly, set $s=-\ln x$. Then $e^{-s}=-Ks$, or $se^s=-1/K$, so $s$ is a value of the Lambert function $W$. The upper root has $s<-1$, which selects the branch $W_{-1}$:

$$
h=-bK\,W_{-1}\!\left(-\frac1K\right).
$$

The condition $K\ge e$ also sets a largest width,

$$
w_{\max}=\frac{1-\nu}{1+\nu}\,\frac{b}{8\pi ef^2}.
$$

For a larger width the stored energy exceeds the assigned energy at every $h>b$, and the criterion supplies no threshold. Close to this limit the upper root itself is only about $eb$, so the formula has left its range of validity before the root disappears.

Taking logarithms of $x=KL$ and differentiating gives $d\ln x\,(1-1/L)=d\ln K$. Since $K\propto w^{-1}f^{-2}$,

$$
\frac{\partial\ln h}{\partial\ln w}=-\frac{L}{L-1},\qquad
\frac{\partial\ln h}{\partial\ln f}=-\frac{2L}{L-1}.
$$

The upper root has $L>1$, so a wider strip always lowers the thickness, and for a small change the fractional fall in thickness exceeds the fractional rise in width. If the core radius is varied instead, the logarithm is $L=\ln(2h/r_0)$ and $d\ln h=(d\ln h-d\ln r_0)/L$, giving

$$
\frac{\partial\ln h}{\partial\ln r_0}=-\frac1{L-1}.
$$

The width is thus $L$ times more influential than the core radius. If the line energy is multiplied by a constant $k$, the balance contains only $k/w$. A thickness measurement interpreted with this formula cannot separate a change of line energy from a change of width. Moreover, the balance can be solved for the width,

$$
w=\frac{1-\nu}{1+\nu}\,\frac{b^2}{8\pi hf^2}\ln\frac hb ,
$$

so any single thickness above $eb$ can be reproduced by some $w$. Agreement at one misfit therefore does not test the energy argument. A test needs the dependence on misfit with $w$ held fixed, or an independent reason for the width.

For a worked example take the round model parameters $b=0.4$ nm, $a=\sqrt2\,b=0.566$ nm, $\nu=0.28$, $G=60$ GPa and $f=0.01$. The People-Bean width is $4b=1.6$ nm, and

$$
K=\frac{0.72}{1.28}\,\frac1{8\pi\times4\times10^{-4}}=55.95 .
$$

Solving the balance by numerical root finding gives $h/b=323.3$, with $L=5.779$. Indeed $55.95\times5.779=323.3$. The thickness is $h_{\rm PB}=129.3$ nm, or about $2440$ bohr. The lower root is $0.407$ nm, barely more than $b$, and has no physical use. At the upper root the stored areal energy is $2.76\ \mathrm{J\,m^{-2}}$. The line energy is $4.41\ \mathrm{nJ\,m^{-1}}$, and division by $1.6$ nm gives the same areal value, as it must.

The local exponent with respect to width is $-5.779/4.779=-1.21$; with respect to core radius it is $-0.21$. For finite changes of width the same root finding gives:

| Width | $w$ (nm) | $h$ (nm) |
|---|---:|---:|
| $2b$ | 0.8 | 295.7 |
| $4b$ | 1.6 | 129.3 |
| $8b$ | 3.2 | 55.1 |
| $16b$ | 6.4 | 22.6 |
| $32b$ | 12.8 | 8.6 |
| $64b$ | 25.6 | 2.6 |

Doubling the People-Bean width multiplies the thickness by $0.426$ rather than $0.5$. The reduction per doubling becomes stronger down the table because $L$ falls and $L/(L-1)$ rises. The largest width with a solution is $32.9$ nm. The last thickness in the table is only a few core radii, so it shows the trend of the formula and is not a reliable prediction.

Whether $4b$ can be called the width of the dislocation can be decided from the field already found. Let $X$ be the lateral distance from the line, and integrate the energy density over all depths. With $Y=y-h$,

$$
q(X)=\frac{Gb^2h^2}{2\pi^2}\int_{-\infty}^{0}
\frac{dY}{[X^2+(Y+h)^2][X^2+(Y-h)^2]} .
$$

The integrand is even in $Y$, so the integral is half of that over the whole line. Write $c=|X|$ and close the contour in the upper half-plane. The poles are at $Y=\mp h+ic$, and the sum of their residues is

$$
\frac1{2ic}\,\frac1{4h}
\left(\frac1{h-ic}+\frac1{h+ic}\right)
=\frac1{4ic(h^2+c^2)} .
$$

Multiplication by $2\pi i$ gives $\pi/[2c(h^2+c^2)]$ for the whole line. Half of this yields

$$
q(X)=\frac{Gb^2}{8\pi|X|}\,\frac{h^2}{h^2+X^2}.
$$

The density falls as $1/|X|$ for $|X|\ll h$ and as $1/|X|^3$ for $|X|\gg h$. The free surface cuts off the logarithm at a lateral distance of order $h$; no fixed number of lattice spacings plays that role. For a strip at least as wide as the core, $w\ge2r_0$, the energy outside it is

$$
E_{\rm out}=2\int_{w/2}^{\infty}q\,dX
=\frac{Gb^2}{8\pi}\ln\left(1+\frac{4h^2}{w^2}\right),
$$

where $h^2/[X(h^2+X^2)]=1/X-X/(h^2+X^2)$ was used.

With $r_0=2b$, the People-Bean strip of width $4b$ is just as wide as the excluded core. The energy it contains comes from the material directly above and below that core. For $h\gg b$ the outside fraction is

$$
\frac{E_{\rm out}}E\simeq\frac{\ln(h/2b)}{\ln(h/b)}
=1-\frac{\ln2}{L}.
$$

In the example this is $1-0.693/5.779=0.88$. The criterion thus spreads the whole line energy over a strip that holds $12\%$ of it. This share depends on the core convention: at the same thickness, with $r_0=b$, the strip holds $21\%$. Setting $E_{\rm out}=E/2$ gives $1+4h^2/w^2=h/b$, so the strip holding half the energy has width $2h/\sqrt{h/b-1}=14.4$ nm, nine times the assigned value.

A width tied to the field is $w=2h$. It leaves $(Gb^2/8\pi)\ln2$ outside. The factor 2 remains a choice, and so does the use of this distance instead of the half-energy width, which grows only as $\sqrt{hb}$. The scaling with $h$ is that of the distance at which the free surface cuts off the field. The balance becomes

$$
x^2=\frac{1-\nu}{1+\nu}\,\frac1{16\pi f^2}\ln x .
$$

Set $v=x^2$, so that $\ln x=\tfrac12\ln v$. Then

$$
v=\frac{1-\nu}{1+\nu}\,\frac1{32\pi f^2}\ln v ,
$$

which is the dimensionless People-Bean equation for $w=4b$. Consequently

$$
h_{2h}=\sqrt{b\,h_{\rm PB}} .
$$

The example gives $\sqrt{0.4\times129.3}=7.19$ nm. The same stored energy and the same line energy formula now predict a thickness eighteen times smaller. At this root $12\%$ of the energy lies outside the strip, compared with $88\%$ before. The square-root relation also halves the misfit exponent, from $-2.42$ to $-1.21$.

A more basic difficulty is that the stored energy of a strip is not the energy released by introducing a dislocation. Suppose that parallel dislocations with spacing $p$ have an in-plane edge component $b_e$, of the sign that relieves misfit. They change one mean strain from $f$ to $f-\delta$, with $\delta=b_e/p$. From the expression for $W$, the film energy released per length of dislocation is

$$
R=\frac{Ghp}{1-\nu}
\left[2f^2(1+\nu)-(f-\delta)^2-f^2-2\nu f(f-\delta)\right].
$$

The terms in $f^2$ cancel. Those linear in $\delta$ are $2f\delta+2\nu f\delta$, so

$$
R=\frac{Ghp}{1-\nu}\left[2(1+\nu)f\delta-\delta^2\right]
=Mhfb_e-\frac{Ghb_e^2}{(1-\nu)p}.
$$

The second term rests on the mean strain and describes arrays with $p\ll h$. The first is the work done by the uniform misfit stress $Mf$ over the film thickness and holds at any spacing. For the first, widely spaced dislocations the mutual interaction vanishes and $R=Mhfb_e$. The release is linear in $f$, whereas the People-Bean strip energy $Mhf^2w$ is quadratic. They agree when

$$
w=\frac{b_e}{f},
$$

which is the spacing at which one array would remove the mean misfit along one direction. An energy balance for the first dislocation can therefore be written in the People-Bean form, but its width must vary as $1/f$.

A pure screw has $b_e=0$ and relieves no misfit in this sense. A relieving dislocation has an edge part, and its line energy differs from that of a screw. Keeping the screw energy while assigning a nonzero $b_e$ isolates the effect of the width; it does not give a quantitative equilibrium thickness for mixed dislocations.

Take $b_e=b/2=0.2$ nm, so that the component relieving misfit is half the Burgers vector length. Then $b_e/f=20$ nm, and the balance gives $h=4.22$ nm. This value is sensitive to the line energy: multiplying it by $(1-\nu/4)/(1-\nu)=1.29$, the usual factor for a $60^\circ$ dislocation, gives $6.4$ nm. At the People-Bean thickness the ratio of released energy to line energy is

$$
\frac{Mhfb_e}{Mhf^2w}=\frac{b_e}{fw}
=\frac{0.2}{0.01\times1.6}=12.5 .
$$

Within this model, the introduction of a first dislocation has become favourable long before $129$ nm. A coherent film of that thickness would be metastable. How long it could survive depends on the nucleation and motion of dislocations, and neither process enters the People-Bean balance.

Nor can the narrow width be read as the spacing of an actual array. For $p=w=4b$ the strain change is $\delta=0.5/4=0.125$, more than twelve times the misfit. The bracket in $R$ is positive only if

$$
f>\frac{\delta}{2(1+\nu)}=\frac{0.125}{2.56}=0.049 .
$$

At $f=0.01$ such an array would reverse the strain and raise the film energy by a factor of about $50$, even before the line energies are paid. This estimate uses the mean strain and is meant for $h\gg p$, a condition well met at the People-Bean thickness.

The three width rules also respond differently to misfit. Root finding at three misfits gives these thicknesses in nm:

| $f$ | $w=4b$ | $w=2h$ | $w=b_e/f$ |
|---:|---:|---:|---:|
| 0.0025 | 3221 | 35.9 | 31.2 |
| 0.0050 | 664 | 16.3 | 12.3 |
| 0.0100 | 129 | 7.2 | 4.2 |

For $w=2h$, differentiating $x^2\propto f^{-2}L$ gives the exponent $-2L/(2L-1)$. For $w=b_e/f$, $K\propto1/f$ and the exponent is $-L/(L-1)$. Each uses its own $L$. When $L$ is large, the fixed width therefore leads towards $h\propto f^{-2}$ and the other two towards $h\propto f^{-1}$, apart from logarithms. At $f=0.01$ the third exponent is still $-1.74$, because the film is thin and $L$ is only about $2.4$.

The last two columns are close at the smallest misfit because the widths are close: $2h=72$ nm and $b_e/f=80$ nm. This is not a limit: as $f$ falls, the product $hf$ for the rule $w=2h$ keeps growing as $\sqrt L$, while $b_e$ is fixed. The fixed width is $1.6$ nm in every row, so its departure from the others grows as the misfit falls. The large People-Bean thickness at small misfit, and its steep dependence on misfit, are thus consequences of holding the interaction width at a few lattice spacings while both the range of the dislocation field and the spacing needed for relief increase.
